# Why Exciton Binding Above kT Does Not Guarantee Excitons

**Q:** I have a semiconductor whose excitons are bound by eight times \(kT\). Thermal energy cannot break them, so nearly all electrons and holes must be paired. I would say the same whenever the binding energy \(E_b\) exceeds \(kT\). Why would I need to know the density?

**A:** Let us test the claim on a definite model. Take an electron mass of \(0.2\,m_0\), a hole mass of \(0.6\,m_0\), where \(m_0\) is the free-electron mass, and a relative permittivity of 6. These are round parameters, not those of a named material. The bands are parabolic and isotropic, and the crystal is three-dimensional.

The relative motion of one pair is a hydrogen problem with the reduced mass

\[
\mu=\frac{m_em_h}{m_e+m_h}=\frac{0.2\times0.6}{0.8}\,m_0=0.15\,m_0
\]

in place of the electron mass, and \(\varepsilon=6\varepsilon_0\) in place of \(\varepsilon_0\). The hydrogen formulas then give

\[
E_b=\frac{\mu e^4}{2(4\pi\varepsilon\hbar)^2}=56.7\ \text{meV},\qquad
a=\frac{4\pi\varepsilon\hbar^2}{\mu e^2}=2.12\ \text{nm}.
\]

At 80 K, \(kT=6.894\) meV, so \(E_b/kT=8.22\). That is your situation. What does the Boltzmann factor tell you?

**Q:** That the bound state is favoured over a free state by \(e^{8.22}\), which is about 3700.

**A:** Over *one* free state at the bottom of the continuum, yes. How many free states are there?

**Q:** Many, I suppose, but most have higher energy.

**A:** So we add them with their Boltzmann factors. Put one pair in a periodic cube of volume \(V=L^3\). Ignoring the attraction in the free states, the relative motion has plane waves with energy \(\hbar^2k^2/2\mu\), measured from the band edge. Allowed values of each component of \(\mathbf k\) are spaced by \(2\pi/L\). In a large box the sum becomes an integral:

\[
Z_{\rm free}=\sum_{\mathbf k}e^{-\hbar^2k^2/2\mu kT}
=\left[\frac{L}{2\pi}\int_{-\infty}^{\infty}e^{-\alpha q^2}\,dq\right]^3,
\qquad \alpha=\frac{\hbar^2}{2\mu kT}.
\]

The Gaussian integral is \(\sqrt{\pi/\alpha}\), so each bracket is

\[
\frac{L}{2\pi}\sqrt{\frac{2\pi\mu kT}{\hbar^2}}
=L\sqrt{\frac{\mu kT}{2\pi\hbar^2}}=\frac{L}{\lambda},
\qquad \lambda=\sqrt{\frac{2\pi\hbar^2}{\mu kT}} .
\]

Therefore \(Z_{\rm free}=V/\lambda^3\). The length \(\lambda\) is the thermal wavelength of the relative motion, 21.5 nm here. The bound state, at energy \(-E_b\), has weight \(e^{E_b/kT}\). Centre-of-mass motion and spin multiply both weights by the same factor, which cancels:

\[
P_{\rm bound}=\frac{e^{E_b/kT}}{e^{E_b/kT}+V/\lambda^3}.
\]

**Q:** So if I enlarge the box at fixed temperature, the exciton eventually comes apart, even though \(E_b/kT\) has not changed?

**A:** In thermal equilibrium, yes. The bound state does not grow with the box, while the number of accessible free states does.

**Q:** You ignored the attraction in the free states. Does the conclusion survive when it is included?

**A:** The numerical check tests that with a short-ranged, screened attraction, \(-e^2e^{-r/2a}/(4\pi\varepsilon r)\), that has a single bound level. It finds the relative-motion spectrum in a hard-walled sphere of radius \(R\), with the temperature chosen so that the binding is \(5kT\). In the limit of a fine radial grid, the bound probability is 0.695 for \(R=40a\) and 0.065 for \(R=120a\). The simple formula gives 0.631 and 0.060. (A coarse grid step of \(0.2a\) slightly underestimates the binding and gives 0.705 and 0.068; the numbers quoted below are the converged ones.)

**Q:** Why is the formula low in both cases?

**A:** Mostly because of the wall. In one dimension, hard walls a distance \(L\) apart give energies \(\hbar^2\pi^2s^2/2\mu L^2\), with \(s=1,2,\ldots\). Since \(\hbar^2/2\mu kT=\lambda^2/4\pi\), the Boltzmann sum is

\[
\sum_{s=1}^{\infty}e^{-\pi\lambda^2s^2/4L^2}
\simeq\frac12\left(\frac{2L}{\lambda}-1\right)
=\frac{L-\lambda/2}{\lambda}.
\]

The sum over all integers is \(2L/\lambda\); removing \(s=0\) and halving gives this result. Each wall thus removes a layer \(\lambda/4\) thick. For a large sphere the lost fraction of volume is

\[
w=\frac{4\pi R^2(\lambda/4)}{4\pi R^3/3}=\frac{3\lambda}{4R}.
\]

In the test \(\lambda=14.56a\), so \(w=0.091\) for the larger sphere. The corrected count is \(2343\times0.909=2130\), against 2135 from the spectrum. Switching off the attraction changes the spectral count by less than one state. Fewer free states mean a slightly larger bound probability.

**Q:** I can accept the counting. But people say that entropy ionizes the exciton. Is that more than another name for the counting?

**A:** It is the same counting, written so that it can be weighed against energy. For the free pair, \(Z_{\rm free}\propto T^{3/2}\), so its mean relative energy and entropy are

\[
U_{\rm free}=kT^2\frac{d\ln Z_{\rm free}}{dT}=\frac32kT,
\qquad
\frac{S_{\rm free}}{k}=\frac{U_{\rm free}}{kT}+\ln Z_{\rm free}
=\frac32+\ln\frac{V}{\lambda^3}.
\]

The single bound level has energy \(-E_b\) and no entropy of relative motion. The free-energy difference is

\[
F_{\rm free}-F_{\rm bound}
=\left(E_b+\frac32kT\right)-kT\left(\frac32+\ln\frac{V}{\lambda^3}\right)
=E_b-kT\ln\frac{V}{\lambda^3}.
\]

Energy opposes ionization; entropy favours it and grows with volume. In the larger test sphere, ionization costs \((5+1.547)kT=6.547kT\) in energy, while the entropy term is \(9.214kT\), so free states win. In the smaller sphere the cost is \(6.654kT\) and the entropy term \(5.829kT\), so the bound state wins.

**Q:** Where does the energy to break the exciton come from? A typical thermal energy is too small.

**A:** From the lattice, which acts as a heat bath. Rare energetic phonons, or several absorptions in succession, can supply it. A large \(E_b/kT\) makes ionization slow. It does not say how long the separated carriers take to find a partner again, and that time depends on density.

**Q:** A real sample contains many pairs. An electron can bind to any hole, not just its original one.

**A:** Then we must count all the pairings. Let \(N\) electrons and \(N\) holes form \(j\) excitons, leaving \(N-j\) free carriers of each kind. Assume a common temperature, and densities low enough for Boltzmann statistics and for neglecting interactions other than binding. Count only the 1s exciton as bound.

Electron and hole each have two spin states. The exciton has four, if we neglect their exchange splitting. With \(M=m_e+m_h\) and \(\lambda_m=\sqrt{2\pi\hbar^2/(mkT)}\), the one-particle sums are

\[
z_e=\frac{2V}{\lambda_{m_e}^3},\qquad
z_h=\frac{2V}{\lambda_{m_h}^3},\qquad
z_X=\frac{4V}{\lambda_M^3}e^{E_b/kT}.
\]

Dividing by factorials for identical particles gives the weight of \(j\) excitons:

\[
W_j=\frac{z_e^{N-j}z_h^{N-j}z_X^j}{[(N-j)!]^2\,j!}.
\]

**Q:** And the most probable \(j\) is where \(W_j\) stops growing?

**A:** Yes. Adding one exciton changes the weight by

\[
\frac{W_{j+1}}{W_j}=\frac{z_X}{z_ez_h}\,\frac{(N-j)^2}{j+1}.
\]

This ratio falls as \(j\) rises, so there is one maximum, located where the ratio passes through 1. For large numbers we replace \(j+1\) by \(j\), and fluctuations about the maximum are relatively small. Write \(n_e=n_h=(N-j)/V\) and \(n_X=j/V\). Setting the ratio to 1 and dividing by \(V\) gives

\[
\frac{n_en_h}{n_X}=\frac{z_ez_h}{Vz_X}
=\frac{2\cdot2}{4}\left(\frac{\lambda_M}{\lambda_{m_e}\lambda_{m_h}}\right)^3e^{-E_b/kT}.
\]

The spin factors cancel. The wavelengths combine as

\[
\frac{\lambda_{m_e}\lambda_{m_h}}{\lambda_M}
=\sqrt{\frac{2\pi\hbar^2}{kT}\,\frac{M}{m_em_h}}
=\sqrt{\frac{2\pi\hbar^2}{\mu kT}}=\lambda .
\]

Hence

\[
\boxed{\frac{n_en_h}{n_X}=K,\qquad K=\frac{e^{-E_b/kT}}{\lambda^3}}
\]

This is the Saha equation for excitons. \(K\) is a density, fixed by the material and the temperature.

**Q:** The left side has two carrier densities on top and one exciton density below. Is that where the density dependence enters?

**A:** Yes, and rates show why. Suppose the lattice ionizes each exciton at rate \(\gamma\), while free carriers meet and bind at rate \(Cn_en_h\) per unit volume. Balance requires

\[
\gamma n_X=Cn_en_h,\qquad\text{so}\qquad
\frac{n_en_h}{n_X}=\frac{\gamma}{C}=K.
\]

An exciton can ionize alone, with help from the lattice. Formation needs two carriers to meet. Dilution slows the meetings without slowing this ionization.

**Q:** How do I get the free fraction from \(K\)?

**A:** Let \(n=n_e+n_X\) be the total pair density and \(x=n_e/n\) the free fraction. Without doping, \(n_e=n_h=xn\) and \(n_X=(1-x)n\). Substitution gives

\[
\frac{x^2}{1-x}=\frac Kn .
\]

With \(r=K/n\), this is \(x^2+rx-r=0\). The positive root is

\[
x=\frac{-r+\sqrt{r^2+4r}}{2}.
\]

For \(n\ll K\), \(x\) is close to 1 and \(1-x=x^2n/K\simeq n/K\). The bound fraction vanishes in proportion to the density. For \(n\gg K\), while the gas is still dilute enough for the model, \(x\simeq\sqrt{K/n}\).

**Q:** Then what replaces my rule \(E_b>kT\)?

**A:** Find where half the pairs are free. At \(x=1/2\), the left side is \((1/4)/(1/2)=1/2\), so \(n=2K\). Since \(x^2/(1-x)\) rises with \(x\), excitons are the majority when \(n>2K\):

\[
n>\frac{2}{\lambda^3}e^{-E_b/kT}
\quad\Longleftrightarrow\quad
\frac{E_b}{kT}>\ln\frac{2}{n\lambda^3}.
\]

In a dilute gas \(n\lambda^3\) is small, so the logarithm exceeds 1. Binding above \(kT\) is then necessary for an exciton majority, but not sufficient.

**Q:** Put in my case, with \(E_b/kT=8.22\).

**A:** With \(\lambda=21.517\) nm, \(1/\lambda^3=1.004\times10^{17}\ \text{cm}^{-3}\). Therefore

\[
K=(1.004\times10^{17})\,e^{-8.223}\ \text{cm}^{-3}
=2.69\times10^{13}\ \text{cm}^{-3}.
\]

Half the pairs are free at \(2K=5.39\times10^{13}\ \text{cm}^{-3}\). At \(n=10^{12}\ \text{cm}^{-3}\), \(r=26.93\), and

\[
x=\frac{-26.93+\sqrt{26.93^2+4(26.93)}}{2}
=\frac{-26.93+28.86}{2}=0.965.
\]

About 97% of the pairs are free, although each exciton is bound by more than eight times \(kT\). Other densities give:

| \(n\) (cm⁻³) | \(x\) at 80 K | needed \(E_b/kT\) at 80 K | \(T_{1/2}\) (K) |
|---|---|---|---|
| \(10^{11}\) | 0.996 | 14.5 | 48 |
| \(10^{12}\) | 0.965 | 12.2 | 56 |
| \(10^{13}\) | 0.776 | 9.9 | 68 |
| \(10^{14}\) | 0.40 | 7.6 | 85 |
| \(10^{15}\) | 0.15 | 5.3 | 113 |

The third column is \(\ln[2/(n\lambda^3)]\). Explicit sums over the number of excitons, with 4000 pairs and box levels for each species, reproduce the free fractions to within 0.001.

**Q:** The last column is the temperature at which half the pairs are free?

**A:** Yes, the solution of \(n=2K(T)\) for the ideal gas, with screening left out. Your rule would place the change near \(E_b/k=658\) K. At \(10^{12}\ \text{cm}^{-3}\) it occurs at 56 K, lower by a factor of about 12. Lowering the density moves it down slowly, because the density enters through a logarithm.

**Q:** Suppose I excite a doped sample very weakly. Will its excitons also ionize as I reduce the excitation?

**A:** Not necessarily. The product in the Saha equation contains both carrier densities. Let ionized donors supply a background of \(n_0\) electrons per unit volume, and inject far fewer pairs than that. Then \(n_e\simeq n_0\) and \(n_h/n_X=K/n_0\). The free fraction of holes is

\[
\frac{n_h}{n_h+n_X}=\frac{K/n_0}{K/n_0+1}=\frac{K}{K+n_0}.
\]

For \(n_0=10^{14}\ \text{cm}^{-3}\), this is \(2.69/(2.69+10)=0.21\). It does not approach 1 as the injection is reduced, because a hole always has background electrons near it. At an injection of \(10^{11}\ \text{cm}^{-3}\), the undoped sample has 99.6% of its holes free. This comparison omits screening by the background, which by the estimate given below would raise 0.21 to about 0.25, and binding of carriers to donors. Here \(n_0\) is the density of free electrons, not of donors. A hydrogenic donor in this model binds with \((m_e/\mu)E_b=75.6\) meV, more than the exciton, and of \(10^{14}\ \text{cm}^{-3}\) such donors only about 15% would be ionized at 80 K.

**Q:** In luminescence I see a strong exciton line and hardly any band-to-band emission. Doesn't that prove that most pairs are excitons?

**A:** No. Let the exciton emission rate per unit volume be \(An_X\), and the band-to-band rate \(Bn_en_h\), with \(A\) and \(B\) independent of density. In ionization equilibrium,

\[
\frac{\text{exciton emission}}{\text{band-to-band emission}}
=\frac{An_X}{Bn_en_h}=\frac{A}{BK}.
\]

At fixed temperature the ratio does not depend on density, while the free fraction does. A few excitons can dominate the light if they emit efficiently. The growth with pair density is more informative. In an undoped sample, \(n_X=x^2n^2/K\) grows nearly as \(n^2\) for \(n\ll K\) and nearly as \(n\) for \(n\gg K\), with a gradual change in between. Both emission rates follow it.

**Q:** If low density favours free carriers, can I make the sample as excitonic as I like by raising the density?

**A:** Not with this equation as your guide. Free carriers screen the attraction. In a potential \(\phi\), the electron and hole densities change in opposite directions, each by a fraction \(e\phi/kT\) when this is small. The induced charge density is \(-2n_{\rm free}e^2\phi/kT\), where \(n_{\rm free}=xn\) is the density of each carrier type. Poisson's equation becomes

\[
\nabla^2\phi=\frac{2n_{\rm free}e^2}{\varepsilon kT}\phi=\frac{\phi}{\lambda_D^2},
\qquad
\lambda_D=\sqrt{\frac{\varepsilon kT}{2n_{\rm free}e^2}} .
\]

Away from a point charge, the solution falls as \(e^{-r/\lambda_D}/r\). For \(r\ll\lambda_D\) this is about \(1/r-1/\lambda_D\), so the attraction is weakened by nearly a constant. Since \(e^2/(4\pi\varepsilon a)=2E_b\), the loss of binding is

\[
\Delta E\simeq\frac{e^2}{4\pi\varepsilon\lambda_D}=2E_b\frac{a}{\lambda_D}.
\]

At \(10^{15}\ \text{cm}^{-3}\), \(\lambda_D=86.9\) nm, and this gives \(2(56.69)(2.117/86.9)=2.76\) meV. Solving the screened radial problem gives 2.71 meV.

**Q:** That is only 5% of the binding energy. Can I ignore it?

**A:** Compare it with \(kT\), because it enters an exponential. It multiplies \(K\) by \(e^{2.71/6.894}=1.48\). Using this factor once in the quadratic changes \(x\) from 0.15 to about 0.18. This is an estimate of the error, not a self-consistent theory: more free carriers would screen a little more. Excitons remain the majority in that row. The same kind of correction, recomputed with half the pairs free and at the lower temperature, lowers its \(T_{1/2}\) from 113 K to about 106 K. The estimate is rough at this density: a sphere of radius \(\lambda_D\) holds only \(2n_{\rm free}(4\pi/3)\lambda_D^3\approx0.8\) free carriers, and \(e^2/(4\pi\varepsilon\lambda_DkT)=2.76/6.894=0.4\) is not very small, so the linear screening picture is near its limit.

At much higher density, screening and the filling of states can remove the bound level. This is the Mott transition, and the ideal Saha equation does not describe it. Its continued fall of \(x\) must not be read as a prediction there.

**Q:** Was Boltzmann statistics safe in the table?

**A:** Yes. For a Boltzmann gas with spin degeneracy \(g\), the occupation of the lowest state is about \(n_i\lambda_i^3/g\), where \(n_i\) and \(\lambda_i\) belong to that species. At the highest density it is \(4.9\times10^{-4}\) for electrons and \(1.7\times10^{-4}\) for excitons. Holes have the same density as electrons and a shorter wavelength, so their occupation is smaller still.

**Q:** You counted only the 1s exciton. Would the excited states rescue my rule?

**A:** The next shell has binding \(E_b/4\) and four orbital states. Relative to 1s, its weight is

\[
4e^{-(3/4)E_b/kT}=4e^{-6.167}=0.0084,
\]

less than 1%. One cannot simply add all higher shells. Shell \(s\) has \(s^2\) orbital states, each with a Boltzmann factor above 1, so the unrestricted sum diverges. Those distant orbits have radii of order \(s^2a\) and eventually overlap other carriers. As a crude estimate, count as bound every shell with \(s^2a<n^{-1/3}\). The excited shells together then weigh 0.94 of the 1s level at \(10^{12}\ \text{cm}^{-3}\) and 0.31 at \(10^{13}\ \text{cm}^{-3}\), which lowers \(x\) only to 0.94 and 0.74. Free carriers remain the majority, so the rule is not rescued. The Saha equation above leaves out all bound states except 1s. A more accurate theory must treat weakly bound states and the attraction between free carriers together.

**Q:** One doubt remains. At very low density the carriers may recombine before they ever reach this equilibrium.

**A:** Then the Saha equation need not describe them. If light creates excitons directly and their lifetime \(\tau\) satisfies \(\gamma\tau\ll1\), most recombine before the lattice can ionize them. Soon after a short pulse the sample then contains mostly excitons, even at low density, but the reason is kinetic.

Under steady light, the lifetime of the free carriers matters too. Suppose they rarely meet, and each is lost at a rate \(1/\tau_f\). Their supply and loss balance when \(\gamma n_X=n_e/\tau_f\), so \(n_e/n_X=\gamma\tau_f\). Excitons are the majority only if \(\gamma\tau_f<1\); free carriers that live longer accumulate and outnumber them. If light instead creates free carriers that disappear before they meet, few excitons form at all.

For undoped carriers that live long enough to reach ionization balance, the Saha equation gives \(x\to1\) as \(n\to0\). Without that balance, the limit depends on how the pairs are created and lost.

**Q:** So for my sample, eight times \(kT\) tells me the cost of breaking a pair, but not whether most pairs are broken.

**A:** Yes. For that, compare \(8.22\) with \(\ln[2/(n\lambda^3)]\), after checking that the sample is dilute, undoped and in equilibrium. At 80 K your excitons are the minority at \(10^{13}\ \text{cm}^{-3}\) and the majority at \(10^{14}\ \text{cm}^{-3}\), with the same binding energy and the same temperature.

## Numbers as computed

```
electron mass, hole mass: 0.20, 0.60 m0
reduced mass: 0.150 m0; relative permittivity: 6.0
temperature: 80.0 K; kT: 6.894 meV
exciton binding: 56.69 meV; radius: 2.117 nm
E_b/kT: 8.223; E_b/k: 657.9 K
one-pair test: E_b/kT = 5.0, lambda = 14.76 exciton radii
 R=40 radii: bound 0.705 (spectrum), 0.640 (V/lambda^3)
  free states 62.2, V/lambda^3 83.3, U/kT 1.657, S/k 5.787
 R=120 radii: bound 0.068 (spectrum), 0.062 (V/lambda^3)
  free states 2047.6, V/lambda^3 2249.3, U/kT 1.548, S/k 9.173
lambda (reduced mass): 21.517 nm
Saha constant K: 2.693e+13 cm^-3
half-ionized pair density 2K: 5.387e+13 cm^-3
density cm^-3 | free (Saha) | free (sum) | needed E_b/kT | T_half K
 1e+11 | 0.9963 | 0.9963 | 14.512 | 47.9
 1e+12 | 0.9654 | 0.9654 | 12.210 | 56.3
 1e+13 | 0.7763 | 0.7763 | 9.907 | 68.1
 1e+14 | 0.4015 | 0.4015 | 7.605 | 85.4
 1e+15 | 0.1512 | 0.1511 | 5.302 | 113.0
background electrons: 1.0e+14 cm^-3; injected pairs: 1.0e+11 cm^-3
free holes, doped: 0.2122 (formula), 0.2121 (sum)
free holes, undoped, same injection: 0.9963
checks at 1e+15 cm^-3: Debye length 86.9 nm
 binding lost to screening: 2.71 meV
 resulting factor on K: 1.482
 phase-space occupation: electrons 4.89e-04, excitons 1.72e-04
n=2 exciton weight relative to 1s: 0.0084
```
